# Triple-dipole dispersion between ligands: repulsive in a triangle, attractive in a line

## Result

Three neutral closed-shell units sit at the corners of a triangle with sides $r_{12},r_{23},r_{31}$ and interior angles $\theta_1,\theta_2,\theta_3$. Their dispersion energy differs from the sum of the three pair energies. The leading difference is the Axilrod–Teller term

$$E_3=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{(r_{12}r_{23}r_{31})^3},\qquad C_9=\frac3\pi\int_0^\infty\alpha_1\alpha_2\alpha_3\,d\omega>0, \tag{1}$$

where $\alpha_i(i\omega)$ is the dipole polarizability of unit $i$ at imaginary frequency. In an equilateral triplet each cosine is $1/2$, the numerator is $11/8$, and $E_3$ is repulsive. In a collinear triplet the angles are $0,0,\pi$, the numerator is $-2$, and $E_3$ is attractive. These words refer to the sign of $E_3$ alone. The pair energies depend on geometry too, through the distances; the triple term adds a dependence on angles.

The units have nondegenerate ground states, isotropic dipole polarizabilities and no permanent dipoles. They do not overlap, and retardation is neglected. Formulas are in atomic units ($\hbar=e=m_e=4\pi\varepsilon_0=1$). The coupling is

$$V=-\sum_{i<j}\mathbf d_i\cdot T_{ij}\,\mathbf d_j,\qquad T_{ij}=\frac{3\,\mathbf u\mathbf u-1}{r_{ij}^3}, \tag{2}$$

with $\mathbf d_i$ the dipole operator and $\mathbf u$ the unit vector from $i$ to $j$. $T_{ij}\mathbf d_j$ is the field of dipole $j$ at $i$, hence the minus sign.

## First derivation: perturbation theory

**Which terms survive.** Each unit must start and end in its ground state. A unit acted on by one dipole operator gives $\langle0|\mathbf d|0\rangle=0$. The first-order energy therefore vanishes. At second order, a product such as $V_{12}V_{23}$ touches units 1 and 3 once each and vanishes, so only squares of one coupling remain. These are pair energies.

At third order, with $\Delta_k$ the excitation energy of state $k$ of the whole system,

$$E^{(3)}=\sum_{k,l\neq0}\frac{V_{0k}V_{kl}V_{l0}}{\Delta_k\Delta_l}. \tag{3}$$

The two negative denominators make a positive product, and the usual subtraction term is absent because $V_{00}=0$. Terms with a single coupling used three times belong to a pair energy. Terms like $V_{12}V_{12}V_{23}$ touch unit 3 once and vanish. What remains is $V_{12},V_{23},V_{31}$, each used once, in six orders.

**Numerator.** Let $a,b,c$ be excitation energies of units 1, 2, 3. Isotropy means that, summed over the states of a level,

$$\sum\langle0|d_m|a\rangle\langle a|d_n|0\rangle=D_a\delta_{mn},\qquad \alpha_1(i\omega)=\sum_a\frac{2aD_a}{a^2+\omega^2}. \tag{4}$$

Each unit is excited by one coupling and de-excited by another. The Kronecker deltas join the three tensors into a closed chain, and the three minus signs of (2) give $-D_aD_bD_c\,\mathrm{Tr}(T_{12}T_{23}T_{31})$ for every order.

**Denominators.** If $V_{12}$ acts first, units 1 and 2 are excited and the energy is $x=a+b$. If $V_{12}$ acts last, the state just before it has the same energy. Likewise $y=b+c$ belongs to $V_{23}$ and $z=c+a$ to $V_{31}$. Each order contributes one over the product of its first and last energies, so the sum is

$$2\left(\frac1{xy}+\frac1{yz}+\frac1{zx}\right)=\frac{2(x+y+z)}{xyz}=\frac{4(a+b+c)}{(a+b)(b+c)(c+a)}. \tag{5}$$

**Frequency integral.** Expression (5) couples the three units; an integral separates them. Partial fractions give

$$I(a,b)=\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)}.$$

Splitting the factors with $b$ and $c$ in the same way,

$$J=\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)(c^2+\omega^2)}=\frac{I(a,b)-I(a,c)}{c^2-b^2}.$$

The difference contains $c(a+c)-b(a+b)=(c-b)(a+b+c)$, so

$$J=\frac{\pi(a+b+c)}{2abc(a+b)(b+c)(c+a)}. \tag{6}$$

Equal energies follow by continuity. Thus (5) equals $8abcJ/\pi$, and the factors $2a,2b,2c$ complete the polarizabilities in (4):

$$E_3=-\frac1\pi\int_0^\infty\alpha_1\alpha_2\alpha_3\,d\omega\;\mathrm{Tr}(T_{12}T_{23}T_{31}). \tag{7}$$

**Trace.** Let $\mathbf u,\mathbf v,\mathbf w$ point along $1\to2$, $2\to3$, $3\to1$. Multiplying out,

$$\mathrm{Tr}[(3\mathbf{uu}-1)(3\mathbf{vv}-1)(3\mathbf{ww}-1)]=27(\mathbf u\!\cdot\!\mathbf v)(\mathbf v\!\cdot\!\mathbf w)(\mathbf w\!\cdot\!\mathbf u)-9S+9-3,$$

where $S$ is the sum of the squared scalar products. Going round the triangle, $\mathbf u\cdot\mathbf v=-\cos\theta_2$, and similarly for the others. Write $C=\cos\theta_1\cos\theta_2\cos\theta_3$; the triple product is $-C$.

For $S$, use $\cos\theta_3=-\cos(\theta_1+\theta_2)$, so that $\cos\theta_3+\cos\theta_1\cos\theta_2=\sin\theta_1\sin\theta_2$. Squaring gives

$$S=\cos^2\theta_1+\cos^2\theta_2+\cos^2\theta_3=1-2C. \tag{8}$$

The trace is $-27C-9+18C+6=-3(1+3C)$, divided by the cubed sides. Insertion in (7) gives (1).

## Second derivation: zero-point energy of coupled dipoles

Now replace each unit by isotropic harmonic oscillators. Collect their mass-scaled coordinates in $\mathbf q$, their frequencies in a diagonal matrix $\Omega$, and write the dipoles as $\mathbf d=g\mathbf q$. Choosing one oscillator per excitation level, with frequency $a$ and squared coupling $2aD_a$, reproduces (4):

$$\alpha(i\omega)=g\,(\Omega^2+\omega^2)^{-1}g^{\mathsf T}.$$

Let $T$ be the matrix with blocks $T_{ij}$ and zero diagonal blocks. The potential energy is $\frac12\mathbf q^{\mathsf T}K\mathbf q$, with $K=\Omega^2-g^{\mathsf T}Tg$. If $K$ has positive eigenvalues $\kappa$, the interaction energy is half the change in the sum of frequencies $\sqrt\kappa$.

To convert this to an integral, note that

$$\int_0^\infty\ln\frac{p^2+\omega^2}{s^2+\omega^2}\,d\omega=\pi(p-s),$$

since both sides vanish at $p=s$ and both have derivative $\pi$ with respect to $p$. Therefore

$$E=\frac1{2\pi}\int_0^\infty\ln\frac{\det(K+\omega^2)}{\det(\Omega^2+\omega^2)}\,d\omega=\frac1{2\pi}\int_0^\infty\ln\det(1-\alpha T)\,d\omega. \tag{9}$$

The last step uses $\det(1-AB)=\det(1-BA)$ to move $g$ round the product. For weak coupling,

$$\ln\det(1-\alpha T)=-\sum_{n\ge1}\frac1n\mathrm{Tr}(\alpha T)^n. \tag{10}$$

Each trace is a sum over closed walks of $n$ hops between different units.

- For $n=1$ there is no walk.
- For $n=2$ each pair has two walks. The eigenvalues of $T_{ij}$ are $2,-1,-1$ over $r^3$, so $\mathrm{Tr}\,T_{ij}^2=6/r^6$. The pair energy is $-C_6/r^6$ with $C_6=(3/\pi)\int_0^\infty\alpha_i\alpha_j\,d\omega$.
- For $n=3$ all three units are visited: three starting points times two directions give six equal traces. The prefactor is $-6/(2\pi\cdot3)=-1/\pi$, which is (7).

**The trace, resolved by direction.** For a dipole component normal to the triangle's plane, each numerator $3\mathbf{uu}-1$ is $-1$, and the product is $-1$. In the plane, a side at angle $\phi$ gives $\frac12+\frac32M(\phi)$, where $M$ is the reflection matrix with rows $(\cos2\phi,\sin2\phi)$ and $(\sin2\phi,-\cos2\phi)$. One reflection, or a product of three, has zero trace. A product of two is a rotation with trace $2\cos2(\phi-\phi')$. Since $\phi-\phi'$ is an interior angle up to sign and multiples of $\pi$, the in-plane trace is

$$\frac28+\frac12\cdot\frac94\cdot2\sum_i\cos2\theta_i=\frac14+\frac94\sum_i\cos2\theta_i.$$

By (8), $\sum\cos2\theta_i=2S-3=-1-4C$. Adding the normal part gives $-\frac34-\frac94-9C=-3(1+3C)$, as before.

The split shows which directions decide the sign. Dipoles normal to the plane prefer to be antiparallel in every pair, but three of them cannot all be mutually antiparallel. This frustration costs energy relative to the pair sum: the normal part contributes $+1/3$ to the numerator of (1) in every shape. The in-plane part varies with shape and decides the sign. In an equilateral triangle it is $+25/24$, and the two parts together give $11/8$. On a line, dipoles along the axis satisfy all three couplings by pointing the same way. They contribute $-8/3$, the two transverse directions $+2/3$, together $-2$.

## Dependence on shape

**Bounds.** Since $|C|\le1$, the numerator is at least $-2$, reached on a line. In an obtuse or right triangle $C\le0$. In an acute one, $C=\frac12\cos\theta_3[\cos(\theta_1-\theta_2)-\cos\theta_3]\le\frac12\cos\theta_3(1-\cos\theta_3)\le\frac18$, with equality for the equilateral triangle. Hence $11/8$ is the maximum.

**Bending.** Hold two bonds at length $R$ and vary the apex angle $\theta$ between them from $60^\circ$ to $180^\circ$. With $s=\sin(\theta/2)$, the apex cosine is $1-2s^2$, both base cosines are $s$, and the third side is $2Rs$. For like units,

$$E_3=\frac{C_9}{R^9}f,\qquad f=\frac{1+3s^2-6s^4}{8s^3}. \tag{11}$$

Because $df/ds=-\frac18(3s^{-4}+3s^{-2}+6)<0$, the energy falls steadily from $f=11/8$ to $f=-1/4$. The collinear value is small because the outer distance $2R$ enters cubed: $-2/8=-1/4$. The zero satisfies $6s^4-3s^2-1=0$, so $s^2=(3+\sqrt{33})/12$ and $\cos\theta=(3-\sqrt{33})/6$, or $\theta=117.22^\circ$.

**A distant third unit.** Let units 1 and 2 be a distance $r$ apart and unit 3 at $D\gg r$, in a direction making angle $\varphi$ with the pair axis. Then $\theta_3\to0$, $\theta_1\to\varphi$, $\theta_2\to\pi-\varphi$, and

$$E_3\to C_9\,\frac{1-3\cos^2\varphi}{r^3D^6}.$$

This term alone repels the third unit beside the pair and attracts it along the pair's axis. The average over all directions is zero, because $\langle\cos^2\varphi\rangle=1/3$.

**No pair potential can replace $E_3$.** A sum of functions of the separate sides has zero mixed derivative in two sides. Call the sides $p,q,t$. The cosine rule turns (1) into

$$\frac{E_3}{C_9}=(pqt)^{-3}+\frac38G,\qquad G=XYZ\,(pqt)^{-5},$$

with $X=q^2+t^2-p^2$, $Y=p^2+t^2-q^2$, $Z=p^2+q^2-t^2$. At $p=q=t=1$ the first term has mixed derivative $\partial_p\partial_q$ equal to $9$. For the second, $G=1$, $\partial_p\ln G=\partial_q\ln G=-2+2+2-5=-3$, and $\partial_p\partial_q\ln G=4+4-4=4$. Hence $\partial_p\partial_qG=4+9=13$, and the total is $9+39/8=111/8$, which is not zero. A finite difference of the tensor trace gives 13.875, the same value.

## What each derivation assumes

The first derivation uses the true eigenstates of the units and needs no harmonic motion, but stops at third order. The second assumes harmonic units, but (9) holds at any coupling strength for which $K$ is positive.

They agree at third order because each unit then meets two dipole operators, and these enter only through its linear response $\alpha$. At fourth order a unit can meet four, as unit 2 does in $V_{12}V_{12}V_{23}V_{23}$. The result then depends on more than $\alpha$, and the oscillator model is no longer guaranteed.

A test on anharmonic units supports the third-order result. Three model atoms, each with one s state and three p states, were given excitation energies 0.4, 0.5 and 0.7 and transition dipole 1, all in atomic units. The coupled problem was diagonalized in the full 64-state space. Half the difference of the nonadditive energies for $V$ and $-V$ removes the even orders. Its ratio to (1) was 1.00000 for an equilateral triangle of side 15, for a line of spacing 15, and for a scalene triangle of similar size.

Within the oscillator model the next correction has a definite sign. A closed four-hop walk that visits three units must return once to a middle unit $i$, giving $\mathrm{Tr}(T_{ij}^2T_{ik}^2)$. This is positive, being the trace of a product of two positive matrices, and the prefactor in (9) and (10) is negative. The fourth-order nonadditive energy is therefore attractive in every shape: it weakens the triangle's repulsion and strengthens the line's attraction.

Both derivations fail when the units overlap, when the ground state is degenerate, or when the distance is so large that light travel time matters. Anisotropic units need the full polarizability tensors in the trace.

## Methane as a model of a methyl ligand

In atomic layer deposition, a trimethylaluminium pulse leaves an oxide covered with methyl groups. Methane serves as a simple model of one such ligand. Its tetrahedral symmetry makes $\alpha$ isotropic, which is only an approximation for a bound methyl group. Time-dependent Hartree–Fock theory in the aug-cc-pVDZ basis, with C–H length 0.109 nm, gives a static polarizability $\alpha_0=16.02$ a.u. and

$$C_6=117.7\ \text{a.u.}=7.033\times10^{-2}\ \text{meV nm}^6,$$
$$C_9=1381\ \text{a.u.}=1.223\times10^{-4}\ \text{meV nm}^9.$$

A single-oscillator estimate explains their ratio. With $\alpha=\alpha_0\Omega^2/(\Omega^2+\omega^2)$, the integrals $I$ and $J$ at equal energies give $C_6=\frac34\alpha_0^2\Omega$ and $C_9=\frac9{16}\alpha_0^3\Omega$, so $C_9/C_6=\frac34\alpha_0=12.0$ a.u. The computed ratio is 11.7. Nonadditivity is thus governed by $\alpha_0/R^3$.

A rough density of 5 methyls per nm² on a hexagonal lattice, with area $\frac{\sqrt3}2R^2$ per site, gives $R=\sqrt{2/(5\sqrt3)}=0.481$ nm. Then $C_6/R^6=5.71$ meV and $C_9/R^9=0.0894$ meV. At this fixed nearest-neighbour spacing:

- Triangle: the pair sum is $-3\times5.71=-17.13$ meV and $E_3=\frac{11}8\times0.0894=+0.123$ meV, or 0.72% of the pair sum in magnitude.
- Line: the pair sum is $-(2+\frac1{64})\times5.71=-11.51$ meV and $E_3=-\frac14\times0.0894=-0.022$ meV, or 0.19%.

The total dispersion energy stays attractive in both shapes.

In a full hexagonal layer the pair energy is $-18.20$ meV per ligand and the triple energy $+0.172$ meV. In a single row they are $-5.81$ and $-0.024$ meV. The layer's sign can be traced to its nearest neighbours. Per ligand there are two equilateral triangles, three straight triplets and six triplets bent at $120^\circ$, where $f=-0.0241$. They give $2\times1.375-3\times0.25-6\times0.0241=1.86$ in units of $C_9/R^9$; the full sum is 1.92. The triangles outweigh the rest.

**How far the numbers can be trusted.** The all-order dipole energy (9) changes the triangle's nonadditivity to $+0.1145$ meV and the line's to $-0.027$ meV, in the directions derived above. The larger aug-cc-pVTZ basis moves $\alpha_0$, $C_6$ and $C_9$ to 16.09, 118.1 and 1389 a.u., up by 0.4%, 0.3% and 0.6%, so the last digits quoted above are not converged. A finite-field MP2 calculation gives $\alpha_0=16.54$ a.u., 3% higher; if $\alpha$ rose by this factor at all frequencies, $C_9$ would rise by 10%. For the triangle, the size of the molecule matters more. Sharing the polarizability equally among the five atoms, a crude model, multiplies the triangle's $E_3$ by about 1.5 on average over orientations; in this example the line's average hardly changes. The same sharing multiplies the pair sums by about 1.6 in both shapes, so the percentages above compare dipole terms only. An estimate of overlap damping lowers the pair term by only 0.05% at the centre-to-centre distance, and by about 1.3% when the polarizability is shared among the atoms; exchange repulsion is a separate effect and is not included. The retardation parameter, mean frequency times $R/c$, is 0.04.

**The real surface.** A methyl-covered oxide is disordered, its ligands are bonded to aluminium, and the density used here is only a rough typical value. The bond to aluminium matters for $C_9$. In Hartree–Fock theory with the same aug-cc-pVDZ basis, one third of the orientation-averaged static polarizability of trimethylaluminium is about 1.26 times that of methane; smaller bases give 1.3 to 1.4. The cube of 1.26 is 2.0, but the mean excitation energy is lower, and $C_9$ computed from the frequency-dependent polarizability is about 1.7 times methane's. The triple term could thus be nearly twice as large as found here. The surface also breaks the assumption of three isolated, nonpolar units. A substrate of rough, frequency-independent permittivity 3.0, with its surface 0.30 nm below the ligands, acts through image dipoles and weakens one pair's attraction by about 0.4 meV; a permittivity that falls with imaginary frequency, together with each ligand's own image, brings this nearer 0.3 meV. Permanent dipoles of an assumed 0.5 D, all pointing along the surface normal, add a repulsion of about 1.4 meV per pair when the substrate's images are left out. Both exceed the $E_3$ of 0.123 meV found for the methane triangle, and the thermal energy at 473 K is 40.8 meV. In this model, then, the triple term between methyl ligands has a clear dependence on shape but is too small to select their arrangement by itself. The remaining values are in the numerical output.

## Computed results

```
Angular factor: triangle 1.3750, line -2.0000
Sign-change apex angle, equal bonds: 117.22 deg
Mixed side derivative of E3/C9, unit triangle: 13.875
Model atoms, exact third-order part / formula:
  triangle 1.00000, line 1.00000, scalene 1.00000
CH4 input C-H length: 0.109 nm; basis functions: 59
CH4 static polarizability, response: 16.019 a.u.
CH4 static polarizability, finite field HF: 16.020 a.u.
CH4 static polarizability, finite field MP2: 16.539 a.u.
C6, quadrature: 117.71 a.u.; sum over states: 117.71 a.u.
C9, quadrature: 1380.7 a.u.; sum over states: 1380.7 a.u.
C6 converted: 7.033e-02 meV nm^6
C9 converted: 1.223e-04 meV nm^9
Ligand density (rough input): 5.0 per nm^2
Hexagonal spacing R: 0.4806 nm
One pair at R: -5.710 meV; C9/R^9: 0.0894 meV
Triangle: pair sum -17.131 meV, E3 +0.1230 meV
Line: pair sum -11.510 meV, E3 -0.0224 meV
E3/|pair sum|: triangle +0.718 %, line -0.194 %
Apex 90 deg: E3 R^9/C9 = +0.3536, E3 = +0.0316 meV
Apex 120 deg: E3 R^9/C9 = -0.0241, E3 = -0.0022 meV
Apex 150 deg: E3 R^9/C9 = -0.1975, E3 = -0.0177 meV
Hexagonal layer sums per ligand: pair 3.1879, triple +1.9186
Hexagonal layer per ligand: pair -18.204 meV, triple +0.1716 meV
Single row sums per ligand: pair 1.0173, triple -0.2723
Single row per ligand: pair -5.810 meV, triple -0.0244 meV
Neglected effects:
All-order dipole nonadditivity: triangle +0.1145 meV, line -0.0273 meV
Atom-spread E3 / centre E3, triangle: mean 1.49, orientation st. dev. 0.15
Atom-spread E3 / centre E3, line: mean 1.00, orientation st. dev. 0.06
Overlap damping of pair term: 0.054 %
Retardation parameter (frequency x R / c): 0.0405
Substrate inputs (rough): permittivity 3.0, height 0.30 nm
Substrate change of one pair energy: +0.420 meV
Parallel dipoles of 0.5 D (rough input): +1.406 meV per pair
Thermal energy at 473 K (rough input): 40.8 meV
```
